# Donor–acceptor ion pairing from a screened Coulomb pair partition function, part 2

The problem is to find what fraction of the mobile donors in a semiconductor is paired with acceptors frozen at random positions. The total densities are $N_D$ and $N_A$, with $N_A>N_D$. All dopants are ionized, with charges $+1$ and $-1$. Rydberg atomic units are used: lengths in bohr, energies in rydberg (Ry), and $e^2=2$. The host has dielectric constant $\varepsilon$ and temperature $T$, and the Coulomb length is

$$
l=\frac{2}{\varepsilon kT}. \tag{1}
$$

Electrons are neglected, so the hole density is $h=N_A-N_D$, whatever the pairing. In linear response the holes screen with $\kappa^2=4\pi lh$. The work of bringing a donor and an acceptor from infinity to distance $r$, starting from separated ions that are already screened, is

$$
\frac{u(r)}{kT}=-\frac{l}{r}e^{-\kappa r}. \tag{7}
$$

A single screened ion has the free energy $-\kappa l/2$ in units of $kT$, relative to the unscreened ion.

A donor counts as paired when $a<r<R$, where $a$ is the contact distance and $R$ the association cutoff, still to be chosen. The association constant is

$$
K=\int_a^R4\pi r^2e^{-u(r)/kT}\,dr
=\int_a^R4\pi r^2\exp\left(\frac{l}{r}e^{-\kappa r}\right)dr. \tag{8}
$$

For discrete sites it is replaced by $K_{\rm lattice}=v_s\sum_s e^{-u_s/kT}$, where $v_s$ is the crystal volume per available site and $u_s$ the donor's free energy at site $s$ near one acceptor.

In a crystal of volume $V$ with $N_d=N_DV$ donors and $N_a=N_AV$ acceptors, and at most one donor per acceptor, the weight of $n$ pairs is

$$
Z_n=\frac{N_a!}{n!\,(N_a-n)!\,(N_d-n)!}\,K^nV^{N_d-n}. \tag{9}
$$

Its maximum gives the mass-action law for the pair density $P$:

$$
\boxed{\frac{P}{(N_D-P)(N_A-P)}=K.} \tag{11}
$$

With $S=N_D+N_A+1/K$, the solution is

$$
P=\frac{2N_DN_A}{S+\sqrt{S^2-4N_DN_A}}. \tag{13}
$$

The paired donor fraction is $f=P/N_D$. For $N_D\ll N_A$, the law (11) gives

$$
f\simeq\frac{KN_A}{1+KN_A}. \tag{14}
$$

### Why the cutoff must be finite

At large $r$ the exponential in $K$ tends to one. The integrand becomes $4\pi r^2$, and $K$ grows as $4\pi R^3/3$. Screening does not cure this growth, because it comes from volume and not from attraction. With a very large cutoff, every donor would be called paired with some acceptor, however weakly the two interact.

The cutoff should lie between the region where attraction holds the donor and the region where the available volume dominates. The integrand has a minimum between them. The logarithm of the integrand, without the constant $4\pi$, is

$$
g(r)=2\ln r+\frac lre^{-\kappa r}.
$$

Its derivative is

$$
g'(r)=\frac2r-\frac{l(1+\kappa r)e^{-\kappa r}}{r^2}.
$$

Setting $g'(R)=0$ and writing $x=\kappa R$ gives

$$
\frac{xe^x}{1+x}=\frac{\kappa l}{2}. \tag{16}
$$

The logarithmic derivative of the left side is $1/x+1-1/(1+x)$, which is positive. The left side therefore rises steadily from zero to infinity, and there is one root. Below it $g'$ is negative and above it positive, so the root is a minimum.

This choice minimizes $dK/dR$, since that derivative is the integrand at $R$. The slope is not zero, and a residual dependence on the cutoff remains. At the chosen $R$, (16) also gives

$$
\frac{|u(R)|}{kT}=\frac lRe^{-\kappa R}=\frac{2}{1+\kappa R}.
$$

Without screening, $R=l/2$ and the attraction at the cutoff is $2kT$.

The construction requires $a<R$. Without screening this means $a<l/2$, or $kT<1/(\varepsilon a)$ in Rydberg units. At higher temperature the integrand rises from contact onwards, and no minimum separates pairs from free ions.

### Closed form without screening

For $\kappa=0$ the cutoff is $l/2$. Put $y=l/r$ and $b=l/a$. Then $r^2dr=-l^3y^{-4}dy$. The limits $r=a$ and $r=l/2$ become $y=b$ and $y=2$, and reversing them removes the minus sign:

$$
K_0=4\pi l^3\int_2^b\frac{e^y}{y^4}\,dy.
$$

Three integrations by parts lower the power of $y$:

$$
\begin{aligned}
\int\frac{e^y}{y^4}dy&=-\frac{e^y}{3y^3}+\frac13\int\frac{e^y}{y^3}dy,\\
\int\frac{e^y}{y^3}dy&=-\frac{e^y}{2y^2}+\frac12\int\frac{e^y}{y^2}dy,\\
\int\frac{e^y}{y^2}dy&=-\frac{e^y}{y}+\operatorname{Ei}(y).
\end{aligned}
$$

Here $\operatorname{Ei}$ is the exponential integral, whose derivative is $e^y/y$. Combining the lines gives the antiderivative

$$
\frac16\left[\operatorname{Ei}(y)-\frac{e^y(2+y+y^2)}{y^3}\right].
$$

At $y=2$ the second term in the bracket is $-e^2$, so

$$
K_0=\frac{4\pi l^3}{6}\left[\operatorname{Ei}(b)-\operatorname{Ei}(2)
-\frac{e^b(2+b+b^2)}{b^3}+e^2\right]. \tag{17}
$$

For large $b$, use $\operatorname{Ei}(b)\simeq(e^b/b)(1+1/b+2/b^2+6/b^3+24/b^4+\ldots)$. The first three terms cancel against the last fraction in (17). The next two leave

$$
K_0\simeq4\pi l^3\frac{e^b}{b^4}\left(1+\frac4b+\ldots\right)
=\frac{4\pi a^4}{l}e^b\left(1+\frac4b+\ldots\right). \tag{18}
$$

The prefactor is the contact area $4\pi a^2$ times a thickness $a^2/l$. Over that thickness the attraction weakens by about $kT$, because $l/a-l/(a+\delta)\simeq l\delta/a^2$.

### Weak screening and activity coefficients

At distances with $\kappa r\ll1$,

$$
\frac lre^{-\kappa r}=\frac lr-\kappa l+\frac{\kappa^2lr}{2}-\ldots .
$$

If the third term is small over the distances that dominate $K$, and the small shift of the cutoff is neglected, the constant second term can be taken outside the integral:

$$
K\simeq K_0e^{-\kappa l}. \tag{19}
$$

The factor has a direct meaning. Each free ion is stabilized by its screening cloud, with free energy $-\kappa l/2$ in units of $kT$. Its activity coefficient is $\gamma=e^{-\kappa l/2}$. A close pair has the total free energy $-\kappa l-(l/r)e^{-\kappa r}\simeq-l/r$, so to this order it has lost the stabilization of both ions. In terms of activities,

$$
P\simeq K_0\,\gamma_D\gamma_A(N_D-P)(N_A-P),\qquad
\gamma_D\gamma_A=e^{-\kappa l}.
$$

An implementation may use the screened $K$ with densities, or $K_0$ with activities. Using the screened $K$ and multiplying by activity coefficients as well counts the same effect twice.

### Worked example

The round parameters are $\varepsilon=12$, $kT=0.0032$ Ry (505 K), $a=5$ bohr, $N_A=1.5\times10^{-7}$ bohr$^{-3}$ ($1.0\times10^{18}$ cm$^{-3}$) and $N_D=1.5\times10^{-8}$ bohr$^{-3}$. First,

$$
l=\frac{2}{12\times0.0032}=52.1\ \text{bohr},\qquad
h=1.35\times10^{-7}\ \text{bohr}^{-3}.
$$

Then $\kappa=\sqrt{4\pi lh}=0.00940$ bohr$^{-1}$ and $\kappa l=0.490$. Equation (16) gives $\kappa R=0.239$, so $R=25.4$ bohr. Direct minimization of the integrand gives the same cutoff. The attraction is $9.94\,kT$ at contact and $1.61\,kT$ at the cutoff.

Quadrature gives $K=6.24\times10^6$ bohr$^3$, or $9.2\times10^{-19}$ cm$^3$. Thus $1/K=1.603\times10^{-7}$ bohr$^{-3}$ and $S=3.253\times10^{-7}$ bohr$^{-3}$. The square root in the solution is $3.111\times10^{-7}$ bohr$^{-3}$, and

$$
P=\frac{2(1.5\times10^{-8})(1.5\times10^{-7})}{(3.253+3.111)\times10^{-7}}
=7.07\times10^{-9}\ \text{bohr}^{-3}.
$$

The paired fraction is $f=0.47$. The full sum over pair numbers for 2000 donors and 20000 acceptors gives the same fraction to four decimals. The simpler formula (14), with $KN_A=0.936$, gives 0.48.

Each pair removes two charged centres. Their density falls from $1.65\times10^{-7}$ to $1.51\times10^{-7}$ bohr$^{-3}$, a reduction of 9%, at unchanged hole density. A mobility calculation would also need the scattering by the neutral pairs, which have a dipole field.

Without screening, $K_0=1.005\times10^7$ bohr$^3$ and the fraction would be 0.59. Formula (19) gives $6.16\times10^6$ bohr$^3$, about 1% below the screened quadrature. The leading term of (18) without its bracket gives $5.04\times10^6$ bohr$^3$, half of $K_0$. At $b=10.4$ it is too crude for quantitative use.

### Temperature and cutoff

At fixed dopant densities and contact distance, with $\kappa$ and $R$ recalculated, the results are:

| $kT$ (Ry) | $K$ (bohr$^3$) | $f$ |
|---:|---:|---:|
| 0.0026 | $3.81\times10^7$ | 0.84 |
| 0.0032 | $6.24\times10^6$ | 0.47 |
| 0.0038 | $1.97\times10^6$ | 0.22 |

Heating lowers the Boltzmann weight of close distances, while free donors keep the whole crystal volume. Pairs therefore dissociate over a modest temperature range.

At $kT=0.0032$ Ry and fixed $\kappa$, cutoffs of $0.80R$ and $1.25R$ change $K$ by $-3\%$ and $+4\%$. The fractions are 0.463 and 0.481, against 0.471 at $R$. The second decimal of $f$ thus already depends on the cutoff convention. At $40R$, by contrast, $K$ is within 0.4% of the volume of the cutoff sphere and no longer measures binding.

### A many-ion check

A Metropolis simulation was made for 24 mobile donors among 24 frozen acceptors in a periodic box. It included all screened donor–acceptor attractions and donor–donor repulsions, and did not impose the limit of one donor per acceptor. The parameters were $l/a=15$, $\kappa a=0.10$ and $KN=2$, where $N$ is the density of either species. Here $\kappa$ was a chosen parameter and was not tied to $N_A-N_D$.

For equal densities (11) becomes $f=2(1-f)^2$, whose physical root is $f=0.500$. The sum over pair numbers for 24 ions of each kind gives 0.505. Three random acceptor arrangements gave 0.504, 0.508 and 0.500, with mean 0.504. This supports the counting and the neglect of correlations in that dilute case. It does not test linear screening or the continuum contact distance, which the simulation shares with the formula.

### Size of the neglected effects

In the worked example the association spheres occupy $N_A\,4\pi R^3/3=0.010$ of the crystal, before any overlap is subtracted. Replacing $V$ by the volume outside them would change the weight of a free donor by about 1%.

A second donor can enter the shell of a pair. With the first donor held at contact, integration over the second gives a constant $K_2=9.6\times10^4$ bohr$^3$. The two donors are identical, so the estimated number of such triplets per pair is

$$
\tfrac12K_2(N_D-P)=4\times10^{-4}.
$$

This is an order of magnitude only. A first donor farther out repels the second less, and averaging over its position roughly doubles the estimate.

Mobile donors also screen. Replacing $h$ by $h+N_D$ treats all of them as free and so overstates their linear contribution. It lowers $f$ from 0.471 to 0.465.

The holes are not strictly classical at these distances. For a hole mass of half the electron mass, their thermal wavelength in the example is about 90 bohr, longer than $l$. The linear response of a nondegenerate quantum gas screens less at short range and gives $f=0.479$.

The random acceptors also produce a fluctuating potential. For independent positions, its variance in units of $(kT)^2$ is

$$
\sigma^2=N_A\int_0^\infty4\pi r^2\left(\frac lre^{-\kappa r}\right)^2dr
=\frac{2\pi l^2N_A}{\kappa}=\frac{\kappa l}{2}\frac{N_A}{h}.
$$

The last step uses $\kappa^2=4\pi lh$. Here $\sigma^2=0.27$, which is not very small. When few acceptors are occupied, acceptors farther than $R$ from the donor multiply the average weights of free and bound donors by the same factor, and it cancels in their ratio. For $N_D$ comparable with $N_A$ this cancellation cannot be relied on, and $\sigma^2\ll1$ becomes a separate condition.

The cancellation does not extend to a second acceptor within $R$, which a bound donor may have and a free donor may not. For a single donor among independent acceptors, the acceptors inside $R$ contribute the average factor $\exp[N_A(K-4\pi R^3/3)]$ to the total weight. They contribute $\exp(-N_A4\pi R^3/3)$, the probability of an empty sphere, to the free weight. The ratio gives $f=1-e^{-KN_A}$ for $N_D\to0$, which is 0.61 here, against 0.48 from (14). The excess comes from rare close groups of acceptors that bind more strongly. These groups fill up when $N_D/N_A$ is well above $N_A\,4\pi R^3/3$. An estimate that treats each acceptor as a trap in its random surroundings, at fixed $\kappa$, gives $f\simeq0.48$–$0.49$ in the example and about 0.53 at $N_D/N_A=0.01$.

### Relation to real dopants

Interstitial lithium in acceptor-doped silicon is close to the assumed situation: lithium is a mobile donor, while substitutional acceptors are practically immobile near 500 K. Full ionization is only approximate there: at $10^{18}$ cm$^{-3}$ and 505 K, simple ionization statistics leave roughly 10–20% of boron acceptors neutral, and 50–60% of the deeper indium acceptors. Adding the neutral acceptors as a further species lowers $f$ in the example from 0.47 to about 0.44–0.45 for boron and 0.32–0.35 for indium. The chosen $\varepsilon$ is close to that of silicon, and $a$ is comparable with its bond length. An acceptor density of $10^{18}$ cm$^{-3}$ is substantial but not extreme. The least secure assumption is the continuum Coulomb energy at contact. The contact layer has thickness $a^2/l\simeq0.5$ bohr, much less than the spacing of lattice sites, so $a$ is an effective parameter. The choice matters: the same screened Coulomb energy summed over the tetrahedral interstitial sites of silicon, the nearest at 4.44 bohr, gives a $K$ about nine times larger and $f$ near 0.9. For a real crystal the site sum with calculated pair energies should be used. Lattice strain and short-range bonding also shift the pair energy. If all paired positions were shifted by $kT$, about 0.04 eV, $K$ would change by a factor $e$, and $f$ would become 0.70 for stronger binding or 0.25 for weaker binding. The value 0.47 is therefore a result of the model and not a prediction for a particular dopant pair. For two substitutional dopants, the relevant temperature is the one at which their motion stopped during cooling, if they were in equilibrium until then.

### Order of evaluation

1. Compute $l$, $h$ and $\kappa$, and solve (16) for $R$. For $\kappa=0$, set $R=l/2$.
2. Check that $a<R$ and $N_A\,4\pi R^3/3\ll1$.
3. Integrate $K$ on panels equally spaced in $\ln r$, which resolve the steep region near contact. If the exponential would overflow, take out its contact value and carry $\ln K$.
4. Obtain $P$ from (13), and estimate triplets, donor screening and $\sigma^2$.

For a lattice model with calculated pair energies, replace the integral by the site sum $K_{\rm lattice}$ and keep the mass-action law. Those energies must refer to separated ions in the same screened medium, or activity coefficients must be supplied separately. Further digits for the worked example are in the numerical output below.

## Calculated quantities

```
dielectric constant: 12
kT: 0.0032 Ry
temperature: 505 K
contact distance a: 5.0 bohr
acceptor density NA: 1.500e-07 bohr^-3
NA converted: 1.012e+18 cm^-3
donor density ND: 1.500e-08 bohr^-3
hole density: 1.350e-07 bohr^-3
Coulomb length l: 52.083 bohr
b = l/a: 10.417
kappa: 0.009400 bohr^-1
screening length: 106.38 bohr
kappa*l: 0.4896
cutoff R: 25.407 bohr
kappa*R: 0.2388
|u(R)|/kT: 1.6144
|u(a)|/kT: 9.9384
K0 unscreened: 1.0050e+07 bohr^3
K0 leading term only: 5.0384e+06 bohr^3
K0*exp(-kappa*l): 6.1595e+06 bohr^3
K screened: 6.2386e+06 bohr^3
K converted: 9.245e-19 cm^3
K*NA: 0.9358
pair density P: 7.0705e-09 bohr^-3
paired donor fraction: 0.4714
fraction from finite sum: 0.4714
fraction with K0: 0.5866
charged centres left: 1.5086e-07 bohr^-3
charged centres left/total: 0.9143
cutoff 0.80 R: K=6.0278e+06 bohr^3, fraction=0.4630
cutoff 1.00 R: K=6.2386e+06 bohr^3, fraction=0.4714
cutoff 1.25 R: K=6.5021e+06 bohr^3, fraction=0.4814
K(40R)/sphere volume: 1.0032
kT=0.0026 Ry: K=3.8087e+07 bohr^3, fraction=0.8396
kT=0.0032 Ry: K=6.2386e+06 bohr^3, fraction=0.4714
kT=0.0038 Ry: K=1.9660e+06 bohr^3, fraction=0.2238
fraction, mobile-donor screening bound: 0.4653
second-donor constant: 9.6168e+04 bohr^3
triplets per pair, estimate: 3.81e-04
NA*(association sphere): 0.0103
simulation l/a, kappa*a: 15.0, 0.10
simulation donors, acceptors: 24, 24
simulation K*density: 2.00
simulation fractions by run: 0.504, 0.508, 0.500
simulation mean fraction: 0.504
finite-sum fraction, same case: 0.505
mass-action fraction, same case: 0.500
```
